# Valley splitting of strained silicon on relaxed (001) silicon-germanium: test program

```python
"""
Result under test: for a coherent silicon film on relaxed (001) Si(1-x)Ge(x),
    E(two valleys along z) - E(four in-plane valleys)
        = -Xi_u * (1 + 2*C12/C11) * m * x,   about -0.67 x eV.
Xi_d, Xi_u : Herring-Vogt deformation potentials
             shift = Xi_d*trace(strain) + Xi_u * n.strain.n, n = valley axis
C11, C12   : cubic elastic constants
m          : fractional lattice misfit of germanium relative to silicon
x          : germanium fraction of the substrate
Tensile strain is positive. Silicon inputs are rough measured sizes.
"""
import itertools
import numpy as np
from scipy import constants
from scipy.optimize import least_squares, minimize

AXES = np.eye(3)


def valley_shift(xi_d, xi_u, strain, axis):
    return xi_d * np.trace(strain) + xi_u * axis @ strain @ axis


# --- Symmetry: count strain invariants of a valley on the z axis ---
little_group = []
for order in itertools.permutations(range(3)):
    for signs in itertools.product((1, -1), repeat=3):
        operation = np.diag(signs) @ np.eye(3)[list(order)]
        if np.allclose(operation @ AXES[2], AXES[2]):
            little_group.append(operation)
averages = []
for i in range(3):
    for j in range(i, 3):
        tensor = np.zeros((3, 3))
        tensor[i, j] = tensor[j, i] = 1.0
        mean = sum(g @ tensor @ g.T for g in little_group)
        averages.append((mean / len(little_group)).ravel())
averages = np.array(averages)
invariant_count = np.linalg.matrix_rank(averages)
assert len(little_group) == 8
assert invariant_count == 2
# The identity and the projector on z must span the invariant space.
candidates = np.array([np.eye(3).ravel(), np.diag([0, 0, 1.0]).ravel()])
assert np.linalg.matrix_rank(np.vstack([averages, candidates])) == 2
assert np.linalg.matrix_rank(candidates) == 2

# --- Elasticity: relax a diamond crystal with Keating forces ---
BONDS = np.array([[1, 1, 1], [1, -1, -1], [-1, 1, -1], [-1, -1, 1]], float)
PAIRS = list(itertools.combinations(range(4), 2))
STRETCH, BEND = 1.0, 0.28


def keating_residuals(strain, displacement):
    bonds = BONDS @ (np.eye(3) + strain).T + displacement
    stretch = [np.sqrt(STRETCH) * (b @ b - 3.0) for b in bonds]
    bend = [np.sqrt(2 * BEND) * (bonds[i] @ bonds[j] + 1.0)
            for i, j in PAIRS]
    return np.array(stretch + bend)


def keating_energy(e_xx, e_yy):
    r = keating_residuals(np.diag([e_xx, e_yy, 0.0]), np.zeros(3))
    return r @ r


def relaxed_normal_strain(in_plane):
    def residuals(v):
        strain = np.array([[in_plane, 0, v[1]],
                           [0, in_plane, v[2]],
                           [v[1], v[2], v[0]]])
        return keating_residuals(strain, v[3:])
    fit = least_squares(residuals, np.zeros(6), jac="3-point",
                        xtol=1e-14, ftol=1e-14, gtol=1e-14)
    assert fit.success
    assert np.max(np.abs(fit.x[1:])) < 1e-6
    return fit.x[0]


h = 1e-3
keating_c11 = (keating_energy(h, 0) + keating_energy(-h, 0)
               - 2 * keating_energy(0, 0)) / h**2
keating_c12 = (keating_energy(h, h) - keating_energy(h, -h)
               - keating_energy(-h, h) + keating_energy(-h, -h)) / (4 * h**2)
keating_ratio = keating_c12 / keating_c11
small = 5e-4
relaxed_slope = (relaxed_normal_strain(small)
                 - relaxed_normal_strain(-small)) / (2 * small)
assert abs(relaxed_slope + 2 * keating_ratio) < 1e-4

# --- Valleys: one-orbital cubic crystal with six band minima ---
# Each shell: representative site, hopping, decay power with distance.
SHELLS = [((1, 0, 0), -12.0, 1.0),
          ((1, 1, 0), 3.0, 4.0),
          ((2, 0, 0), 1.0, 2.0)]
sites, hoppings, powers = [], [], []
for representative, hopping, power in SHELLS:
    members = set()
    for order in set(itertools.permutations(representative)):
        for signs in itertools.product((1, -1), repeat=3):
            members.add(tuple(s * c for s, c in zip(signs, order)))
    for site in sorted(members):
        sites.append(site)
        hoppings.append(hopping)
        powers.append(power)
sites = np.array(sites, float)
hoppings, powers = np.array(hoppings), np.array(powers)


def valley_energy(strain, direction):
    # q.site equals k.R in the deformed crystal, so q can be minimized.
    deformed = sites @ (np.eye(3) + strain).T
    stretch = np.linalg.norm(deformed, axis=1) / np.linalg.norm(sites, axis=1)
    strained_hopping = hoppings * stretch**(-powers)

    def band(q):
        return np.sum(strained_hopping * np.cos(sites @ q))

    def gradient(q):
        return -(strained_hopping * np.sin(sites @ q)) @ sites
    start = 0.5 * np.pi * direction
    fit = minimize(band, start, jac=gradient, method="BFGS",
                   options={"gtol": 1e-7})
    assert np.linalg.norm(gradient(fit.x)) < 1e-5
    assert np.linalg.norm(fit.x - start) < 0.1
    return fit.fun


def valley_slopes(strain_pattern):
    s = 1e-4
    return np.array([(valley_energy(s * strain_pattern, d)
                      - valley_energy(-s * strain_pattern, d)) / (2 * s)
                     for d in np.vstack([AXES, -AXES])])


# The unstrained starting points must be true minima of the band.
q0 = 0.5 * np.pi * AXES[0]
hessian = -(sites.T * (hoppings * np.cos(sites @ q0))) @ sites
assert np.all(np.linalg.eigvalsh(hessian) > 0)

uniaxial = valley_slopes(np.diag([1.0, 0.0, 0.0]))
model_xi_d = uniaxial[1]
model_xi_u = uniaxial[0] - uniaxial[1]
general = np.array([[0.6, 0.3, -0.2], [0.3, -0.9, 0.5], [-0.2, 0.5, 0.4]])
biaxial = np.diag([1.0, 1.0, relaxed_slope])
for pattern in (general, biaxial):
    computed = valley_slopes(pattern)
    predicted = [valley_shift(model_xi_d, model_xi_u, pattern, d)
                 for d in np.vstack([AXES, -AXES])]
    assert np.allclose(computed, predicted, atol=1e-3)
    mean_formula = (model_xi_d + model_xi_u / 3) * np.trace(pattern)
    assert abs(np.mean(computed) - mean_formula) < 1e-3
biaxial_slopes = valley_slopes(biaxial)
model_splitting = biaxial_slopes[2] - biaxial_slopes[0]
model_formula = -model_xi_u * (1 + 2 * keating_ratio)
assert abs(model_splitting - model_formula) < 2e-3
lower_count = int(np.sum(biaxial_slopes < np.mean(biaxial_slopes)))
assert model_xi_u > 0 and lower_count == 2

# --- Silicon on relaxed silicon-germanium ---
xi_u = 9.0            # eV, rough
misfit = 0.042        # rough
elastic_ratio = 0.39  # C12/C11, rough
x = 0.20              # chosen composition
temperature = 300.0   # K, chosen


def coefficient(xi, ratio, mis):
    return xi * (1 + 2 * ratio) * mis


slope = coefficient(xi_u, elastic_ratio, misfit)
slope_low = coefficient(8.5, 0.385, 0.0415)
slope_high = coefficient(9.5, 0.395, 0.0425)
in_plane = misfit * x
normal = -2 * elastic_ratio * in_plane
film_strain = np.diag([in_plane, in_plane, normal])
for trial_xi_d in (-5.0, 0.0, 3.0):
    shifts = np.array([valley_shift(trial_xi_d, xi_u, film_strain, d)
                       for d in AXES])
    assert abs(shifts[2] - shifts[0] + slope * x) < 1e-12
splitting = shifts[2] - shifts[0]
centre = np.mean(shifts)
two_shift, four_shift = shifts[2] - centre, shifts[0] - centre
assert abs(two_shift - 2 * splitting / 3) < 1e-12
assert abs(four_shift + splitting / 3) < 1e-12
assert abs(slope - 0.67) < 0.005
thermal = constants.k * temperature / constants.e
finite_normal = relaxed_normal_strain(in_plane)
linear_normal = -2 * keating_ratio * in_plane

print("SYMMETRY AND MODEL TESTS")
print(f"Operations keeping the valley axis fixed: {len(little_group)}")
print(f"Independent linear strain invariants: {invariant_count}")
print(f"Keating crystal C12/C11: {keating_ratio:.5f}")
print(f"Keating relaxed d(e_zz)/d(e_p): {relaxed_slope:.5f}")
print(f"Keating predicted -2 C12/C11: {-2 * keating_ratio:.5f}")
print(f"Six-valley model Xi_d (model energy unit): {model_xi_d:.4f}")
print(f"Six-valley model Xi_u (model energy unit): {model_xi_u:.4f}")
print("Six-valley model splitting per unit in-plane strain:")
print(f"  computed (model energy unit): {model_splitting:.4f}")
print(f"  predicted (model energy unit): {model_formula:.4f}")
print(f"Number of lowered valleys in the model: {lower_count}")
print("SILICON INPUTS (rough)")
print(f"Xi_u: {xi_u:.1f} eV")
print(f"Misfit m: {misfit:.3f}")
print(f"C12/C11: {elastic_ratio:.2f}")
print("SPLITTING COEFFICIENT")
print(f"Factor 1 + 2 C12/C11: {1 + 2 * elastic_ratio:.2f}")
print(f"Magnitude per unit x: {slope:.4f} eV")
print(f"Magnitude per unit x: {slope * constants.e:.4e} J")
print(f"Lower end from input rounding: {slope_low:.2f} eV")
print(f"Upper end from input rounding: {slope_high:.2f} eV")
print("WORKED EXAMPLE")
print(f"Germanium fraction x: {x:.2f}")
print(f"In-plane strain e_p: {in_plane:.6f}")
print(f"Normal strain e_zz: {normal:.6f}")
print(f"Strain difference e_zz - e_p: {normal - in_plane:.6f}")
print(f"Trace of strain: {np.trace(film_strain):.6f}")
print(f"E(two) - E(four): {splitting:.4f} eV")
print(f"E(two) - E(four): {splitting * constants.e:.4e} J")
print(f"Two valleys relative to six-valley mean: {two_shift:.4f} eV")
print(f"Four valleys relative to six-valley mean: {four_shift:.4f} eV")
print(f"Temperature: {temperature:.0f} K")
print(f"Thermal energy k_B T: {thermal:.5f} eV")
print(f"Splitting magnitude / k_B T: {abs(splitting) / thermal:.2f}")
print(f"Keating e_zz at this e_p, relaxed: {finite_normal:.6f}")
print(f"Keating e_zz at this e_p, linear: {linear_normal:.6f}")
print("PASS")
```

It prints:

```
SYMMETRY AND MODEL TESTS
Operations keeping the valley axis fixed: 8
Independent linear strain invariants: 2
Keating crystal C12/C11: 0.39130
Keating relaxed d(e_zz)/d(e_p): -0.78261
Keating predicted -2 C12/C11: -0.78261
Six-valley model Xi_d (model energy unit): -4.0000
Six-valley model Xi_u (model energy unit): 8.0000
Six-valley model splitting per unit in-plane strain:
  computed (model energy unit): -14.2609
  predicted (model energy unit): -14.2609
Number of lowered valleys in the model: 2
SILICON INPUTS (rough)
Xi_u: 9.0 eV
Misfit m: 0.042
C12/C11: 0.39
SPLITTING COEFFICIENT
Factor 1 + 2 C12/C11: 1.78
Magnitude per unit x: 0.6728 eV
Magnitude per unit x: 1.0780e-19 J
Lower end from input rounding: 0.62 eV
Upper end from input rounding: 0.72 eV
WORKED EXAMPLE
Germanium fraction x: 0.20
In-plane strain e_p: 0.008400
Normal strain e_zz: -0.006552
Strain difference e_zz - e_p: -0.014952
Trace of strain: 0.010248
E(two) - E(four): -0.1346 eV
E(two) - E(four): -2.1560e-20 J
Two valleys relative to six-valley mean: -0.0897 eV
Four valleys relative to six-valley mean: 0.0449 eV
Temperature: 300 K
Thermal energy k_B T: 0.02585 eV
Splitting magnitude / k_B T: 5.21
Keating e_zz at this e_p, relaxed: -0.006623
Keating e_zz at this e_p, linear: -0.006574
PASS
```
